# Radiative return: the initial-state radiator and its polar-angle acceptance

## 1. Definitions and conventions

An electron (momentum $p_1$) and a positron ($p_2$), both unpolarized, collide in their centre-of-mass frame. They emit a photon $k$ and annihilate into a system $X$ of momentum $q$. The photon lowers the energy available to $X$, so a collider run at one fixed energy produces $X$ over a range of lower energies. The aim is to write the rate as a radiator function times the cross section for making $X$ without the photon.

Atomic units are used: $\hbar=m_e=1$ and $\alpha=1/c$. Four-momenta are multiplied by $c$, so all their components are energies, and the electron rest energy is $\mu=c^2$. The metric is $(+,-,-,-)$, $\hat p=\gamma^\nu p_\nu$, and spinors are normalized so that $\sum u\bar u=\hat p_1+\mu$ and $\sum v\bar v=\hat p_2-\mu$. The squared coupling is $g^2=4\pi\alpha$. Cross sections first appear in inverse squared energy; multiplying by $(\hbar c)^2=1/\alpha^2$ turns them into squared bohr. Define

$$s=(p_1+p_2)^2,\quad x=\frac{2\omega}{\sqrt s},\quad a=2p_1\!\cdot k,\quad b=2p_2\!\cdot k,\quad \beta^2=1-\frac{4\mu^2}{s},$$

where $\omega$ is the photon energy and $\theta$ its angle to the electron beam. Since $q=p_1+p_2-k$ and $k^2=0$,

$$q^2=s-a-b=s-2\sqrt s\,\omega=s(1-x),\qquad a,b=\frac{sx}{2}(1\mp\beta\cos\theta).$$

The treatment is of lowest order in the emission. It assumes that $X$ comes from one virtual photon, that $\mu^2\ll q^2$, and that $x$ is not small.

## 2. The simplest case: no photon

Let $J^\nu$ be the amplitude for a virtual photon to make $X$, its coupling included. Summed over all configurations of $X$ at fixed $q$, the product $J^\nu J^{\lambda *}$ is a tensor that depends on $q$ alone. Current conservation, $q_\nu J^\nu=0$, leaves one form:

$$X^{\nu\lambda}=(q^\nu q^\lambda-g^{\nu\lambda}q^2)\,R(q^2).$$

The electron current is conserved too, so $q^\nu q^\lambda$ contributes nothing and only $-g^{\nu\lambda}q^2R$ acts. With $\gamma^\nu\hat p\gamma_\nu=-2\hat p$ and $\gamma^\nu\gamma_\nu=4$, the electron trace is

$$-\mathrm{Tr}[(\hat p_2-\mu)\gamma^\nu(\hat p_1+\mu)\gamma_\nu]=8p_1\!\cdot p_2+16\mu^2=4(s+2\mu^2),$$

because $2p_1\!\cdot p_2=s-2\mu^2$. The flux factor is $2s\beta$, the spin average gives $1/4$, and the propagator gives $1/s^2$:

$$\sigma_0(s)=\frac{1}{2s\beta}\,\frac14\,\frac{g^2}{s^2}\,4(s+2\mu^2)\,sR(s)=\frac{g^2R(s)}{2s\beta}\Big(1+\frac{2\mu^2}{s}\Big).\tag{1}$$

Everything specific to $X$ sits in $R$, and $\sigma_0$ measures it.

**A concrete $X$.** For a muon pair of rest energy $M$, the same trace gives $-g_{\nu\lambda}\sum J^\nu J^{\lambda*}=4g^2(q^2+2M^2)$. Two-body phase space is

$$\int\!\frac{4\pi r^2dr}{(2\pi)^3\,4E^2}\,2\pi\,\delta(\sqrt{q^2}-2E)=\frac{\beta_M}{8\pi},\qquad \beta_M^2=1-\frac{4M^2}{q^2},$$

using $r\,dr=E\,dE$. The contraction $-g_{\nu\lambda}X^{\nu\lambda}$ equals $3q^2R$, so $R=g^2\beta_M(1+2M^2/q^2)/(6\pi)$. Equation (1), with $\mu^2/q^2$ dropped and the factor $1/\alpha^2$ applied, becomes

$$\sigma_0(q^2)=\frac{4\pi}{3q^2}\,\beta_M\Big(1+\frac{2M^2}{q^2}\Big)\ \text{bohr}^2.\tag{2}$$

## 3. Adding one photon: the factorization

The photon can leave the electron or the positron. With $Q=p_1-k$ and $Q'=k-p_2$, we have $Q^2-\mu^2=-a$ and $Q'^2-\mu^2=-b$, and the amplitude is $\bar v A^{\rho\nu}u$ with

$$A^{\rho\nu}=\frac{\gamma^\nu(\hat Q+\mu)\gamma^\rho}{-a}+\frac{\gamma^\rho(\hat Q'+\mu)\gamma^\nu}{-b}.$$

Here $\rho$ belongs to the real photon and $\nu$ to the virtual one. To see that this current is conserved, contract with $q_\nu$. In the first term $q=Q+p_2$ and $\bar v\hat p_2=-\mu\bar v$, so $\bar v\hat q(\hat Q+\mu)=\bar v(\hat Q-\mu)(\hat Q+\mu)=-a\,\bar v$, and the term becomes $\bar v\gamma^\rho u$. In the second, $q=p_1-Q'$ and $(\hat Q'+\mu)\hat q u=(\mu^2-Q'^2)u=b\,u$, which gives $-\bar v\gamma^\rho u$. The sum vanishes. Contraction with $k_\rho$ vanishes in the same way, through $k=p_1-Q$ and $k=Q'+p_2$. Both polarization sums may therefore be replaced by $-g$, and the electron side reduces to one scalar,

$$T=\sum_{\rm spins}g_{\rho\rho'}g_{\nu\nu'}\,(\bar vA^{\rho\nu}u)(\bar vA^{\rho'\nu'}u)^*.$$

The photon phase space, after the azimuthal integral, is

$$\frac{d^3k}{(2\pi)^32\omega}\to\frac{2\pi\,\omega\,d\omega\,d\cos\theta}{16\pi^3}=\frac{s\,x\,dx\,d\cos\theta}{32\pi^2}.$$

Hence

$$d\sigma=\frac{1}{2s\beta}\,\frac14\,\frac{g^4}{q^4}\,T\,q^2R(q^2)\,\frac{s\,x\,dx\,d\cos\theta}{32\pi^2}.$$

Now eliminate $R(q^2)$ with (1) taken at energy $\sqrt{q^2}$, where $\beta_q^2=1-4\mu^2/q^2$ replaces $\beta^2$. All reference to the nature of $X$ disappears:

$$\frac{d\sigma}{dx\,d\cos\theta}=H\,\sigma_0(q^2),\qquad H=\frac{\alpha x\,T}{32\pi\beta}\,\frac{\beta_q}{1+2\mu^2/q^2}.\tag{3}$$

This holds at every photon angle, because it rests on current conservation and not on a collinear approximation. It does require the sum over all configurations of $X$ at fixed $q$. A cut on the directions of the particles in $X$ spoils the form of $X^{\nu\lambda}$.

Photons emitted by $X$ itself have been left out. Their interference with initial-state emission cancels in a charge-symmetric sum over $X$. In one amplitude $X$ couples to one photon and in the other to two, so exchanging particles and antiparticles in $X$ reverses the sign of the product. The squared final-state emission does not cancel and is omitted here.

## 4. First evaluation: a massless electron

Set $\mu=0$. Write $T_{11}$, $T_{22}$ and $T_{12}$ for the traces of the two numerators with themselves and with each other, so that

$$T=\frac{T_{11}}{a^2}+\frac{T_{22}}{b^2}+\frac{2T_{12}}{ab}.$$

In $T_{11}$ the sums over $\rho$ and $\nu$ each give a factor $-2$:

$$T_{11}=4\,\mathrm{Tr}[\hat p_2\hat Q\hat p_1\hat Q].$$

Since $\hat Q\hat p_1\hat Q=2(Q\!\cdot p_1)\hat Q-Q^2\hat p_1=-a\hat Q+a\hat p_1=a\hat k$, this is $16a\,p_2\!\cdot k=8ab$. By symmetry $T_{22}=8ab$.

For the cross term, use $\gamma^\nu\hat Q\gamma^\rho\hat p_1\gamma_\nu=-2\hat p_1\gamma^\rho\hat Q$ and then $\gamma^\rho\hat Q\hat Q'\gamma_\rho=4Q\!\cdot Q'$:

$$T_{12}=\mathrm{Tr}[\hat p_2\gamma^\nu\hat Q\gamma^\rho\hat p_1\gamma_\nu\hat Q'\gamma_\rho]=-32(Q\!\cdot Q')(p_1\!\cdot p_2)=8sq^2,$$

because $Q\!\cdot Q'=(a+b-s)/2=-q^2/2$. Therefore

$$T=\frac{8(a^2+b^2+2sq^2)}{ab}.$$

With $a^2+b^2=\tfrac12s^2x^2(1+\cos^2\theta)$ and $ab=\tfrac14s^2x^2\sin^2\theta$, write $1+\cos^2\theta=2-\sin^2\theta$ to get

$$T=\frac{32}{x^2}\Big[\frac{2-2x+x^2}{\sin^2\theta}-\frac{x^2}{2}\Big],\qquad H_0=\frac{\alpha}{\pi x}\Big[\frac{2-2x+x^2}{\sin^2\theta}-\frac{x^2}{2}\Big].\tag{4}$$

**Soft limit.** A soft photon sees two charges whose motion ends abruptly. The factor multiplying the rate without the photon should be $-g^2(p_1/p_1\!\cdot k-p_2/p_2\!\cdot k)^2$ times phase space. For $\mu=0$ the negative square is $4s/(ab)=16/(sx^2\sin^2\theta)$, and

$$4\pi\alpha\,\frac{sx}{32\pi^2}\,\frac{16}{sx^2\sin^2\theta}=\frac{2\alpha}{\pi x\sin^2\theta},$$

which is (4) for $x\to0$. The $1/x$ growth also marks where the lowest order fails: for small $x$, virtual corrections and repeated emission must be included.

**Acceptance.** Let the photon be accepted for $\theta_{\min}<\theta<\pi-\theta_{\min}$, and put $C=\cos\theta_{\min}$. From $\int_{-C}^{C}dc/(1-c^2)=\ln[(1+C)/(1-C)]$,

$$W_0=\frac{\alpha}{\pi x}\Big[(2-2x+x^2)\ln\frac{1+C}{1-C}-x^2C\Big].\tag{5}$$

As $C\to1$ this diverges logarithmically. A massless electron can emit a parallel photon and stay on its mass shell, so $a$ reaches zero. The rest energy cures this: $a$ then never falls below $\tfrac12sx(1-\beta)\approx x\mu^2$.

## 5. Restoring the electron mass

**The diagonal term.** The outer sums now give $\gamma^\rho(\hat p_1+\mu)\gamma_\rho=-2(\hat p_1-2\mu)$ and $\gamma_\nu(\hat p_2-\mu)\gamma^\nu=-2(\hat p_2+2\mu)$, so

$$T_{11}=4\,\mathrm{Tr}[(\hat p_2+2\mu)(\hat Q+\mu)(\hat p_1-2\mu)(\hat Q+\mu)].$$

With $Q^2=\mu^2-a$ and $2Q\!\cdot p_1=2\mu^2-a$, the two parts of the inner product are

$$(\hat Q+\mu)\hat p_1(\hat Q+\mu)=(2\mu^2-a)\hat Q+a\hat p_1+\mu(2\mu^2-a),$$

$$-2\mu(\hat Q+\mu)^2=-2\mu(2\mu^2-a)-4\mu^2\hat Q.$$

Their sum is $-(2\mu^2+a)\hat Q+a\hat p_1-\mu(2\mu^2-a)$. Taking the trace with $p_2\!\cdot Q=p_1\!\cdot p_2-b/2$,

$$T_{11}=16\Big[-2\mu^2p_1\!\cdot p_2+\tfrac12(2\mu^2+a)b-4\mu^4+2\mu^2a\Big].$$

Insert $2p_1\!\cdot p_2=s-2\mu^2$ and $s=q^2+a+b$:

$$T_{11}=8ab-16\mu^2(q^2-a)-32\mu^4.$$

$T_{22}$ follows by exchanging $a$ and $b$.

**The cross term.** Expand

$$T_{12}=\mathrm{Tr}[(\hat p_2-\mu)\gamma^\nu(\hat Q+\mu)\gamma^\rho(\hat p_1+\mu)\gamma_\nu(\hat Q'+\mu)\gamma_\rho]$$

in the number of mass factors; odd numbers have zero trace. Without mass factors the result is again $-32(Q\!\cdot Q')(p_1\!\cdot p_2)$, but now $Q\!\cdot Q'=-(q^2-2\mu^2)/2$, which gives $8(s-2\mu^2)(q^2-2\mu^2)$.

With two mass factors, each of the six choices leaves $16\mu^2$ times the product of the two remaining momenta, by $\gamma^\nu\hat A\hat B\gamma_\nu=4A\!\cdot B$ or by two factors $-2$. The sign is negative when $-\mu$ is taken from the first bracket:

$$16\mu^2\big[-p_1\!\cdot Q'-Q\!\cdot Q'-p_1\!\cdot Q+p_2\!\cdot Q'+p_1\!\cdot p_2+p_2\!\cdot Q\big].$$

Here $p_1\!\cdot Q'=a/2-p_1\!\cdot p_2$, $p_1\!\cdot Q=\mu^2-a/2$ and $p_2\!\cdot Q'=b/2-\mu^2$. The terms in $a$ and $b$ cancel, and the bracket is $3p_1\!\cdot p_2-Q\!\cdot Q'-2\mu^2=\tfrac12(3s+q^2-12\mu^2)$.

Four mass factors give $-\mu^4\,\mathrm{Tr}[\gamma^\nu\gamma^\rho\gamma_\nu\gamma_\rho]=32\mu^4$. Adding the three contributions,

$$T_{12}=8(s-2\mu^2)(q^2-2\mu^2)+8\mu^2(3s+q^2-12\mu^2)+32\mu^4=8sq^2+8\mu^2(a+b)-32\mu^4,$$

where $s-q^2=a+b$ was used. The complete result is

$$T=\frac{8(a^2+b^2+2sq^2)}{ab}-16\mu^2q^2\Big(\frac1{a^2}+\frac1{b^2}\Big)+32\mu^2\Big(\frac1a+\frac1b\Big)-32\mu^4\Big(\frac1a+\frac1b\Big)^2.\tag{6}$$

**Soft limit with mass.** For $k\to0$, $q^2\to s$ and the terms of order $k^{-2}$ are

$$\frac{16(s^2-4\mu^4)}{ab}-16\mu^2(s+2\mu^2)\Big(\frac1{a^2}+\frac1{b^2}\Big)=4(s+2\mu^2)\Big[-\Big(\frac{2p_1}{a}-\frac{2p_2}{b}\Big)^2\Big].$$

This is the trace without a photon times the classical emission factor, as it should be.

**Which mass terms matter.** Near the electron direction $a\sim x\mu^2$ and $b\approx sx$. The first two terms of (6) are then both of order $1/\mu^2$, so the second must be kept although it carries an explicit $\mu^2$. The third is smaller than the first by order $\mu^2/s$, and the $1/a^2$ part of the fourth is $2\mu^2/q^2$ times the second. Dropping both, and the mass corrections in the prefactor of (3), costs a relative error of order $\mu^2/q^2$ when $x$ is not small. Exactly along the beam the two kept terms partly cancel, and the relative error is $[4(1-x)^2/x^2+2+2x]\,\mu^2/q^2$, which grows as $1/x^2$ for small $x$.

Let $D=1-\beta^2\cos^2\theta=\sin^2\theta+(4\mu^2/s)\cos^2\theta$. The first term repeats the algebra of Section 4 with $\sin^2\theta$ replaced by $D$. For the second,

$$\frac1{a^2}+\frac1{b^2}=\frac{a^2+b^2}{(ab)^2}=\frac{8(1+\beta^2\cos^2\theta)}{s^2x^2D^2}.$$

Multiplying by $-16\mu^2s(1-x)$ and by $\alpha x/(32\pi)$ gives the radiator

$$H=\frac{\alpha}{\pi x}\Big[\frac{2-2x+x^2}{D}-\frac{x^2}{2}-\frac{4(1-x)\mu^2}{s}\,\frac{1+\beta^2\cos^2\theta}{D^2}\Big].\tag{7}$$

**Small angles.** There $D\approx(4\mu^2/s)(1+u)$ with $u=s\theta^2/(4\mu^2)$, and

$$H\approx\frac{\alpha}{\pi x}\,\frac{s}{4\mu^2}\Big[\frac{2-2x+x^2}{1+u}-\frac{2(1-x)}{(1+u)^2}\Big].$$

The mass thus acts at angles of order $2\mu/\sqrt s$. For $u\gg1$ the massless $1/\theta^2$ behaviour returns. At $\theta=0$ the bracket is $x^2$: finite, and reduced by the second term.

## 6. The radiator for a given acceptance

Two integrals are needed. The first is the logarithm with $C\to\beta C$. The second follows from

$$\frac{d}{dc}\,\frac{c}{1-\beta^2c^2}=\frac{1+\beta^2c^2}{(1-\beta^2c^2)^2}.$$

Therefore $d\sigma/dx=W\sigma_0(s(1-x))$ with

$$W=\frac{\alpha}{\pi x}\Big[\frac{2-2x+x^2}{\beta}\ln\frac{1+\beta C}{1-\beta C}-x^2C-\frac{8(1-x)\mu^2}{s}\,\frac{C}{1-\beta^2C^2}\Big].\tag{8}$$

**Wide-angle limit.** If $\sin^2\theta_{\min}\gg4\mu^2/s$, the last term is negligible and (8) becomes (5). The radiator $W$ for such a cut then does not depend on the electron mass, although its share of the all-angle value still does, through the logarithm $L$ below.

**All angles.** For $C=1$, $1-\beta^2=4\mu^2/s$ and the logarithm tends to $L=\ln(s/\mu^2)$. The last two terms are $-x^2-2(1-x)=-(2-2x+x^2)$, so

$$W_{\rm all}=\frac{\alpha}{\pi x}(2-2x+x^2)(L-1).\tag{9}$$

The mass term contributes a finite amount here however small $\mu$ is: its height grows as $s/\mu^2$ while its range in $\cos\theta$, of order $\theta^2\sim\mu^2/s$, shrinks in the same proportion.

**One-sided acceptance.** Since $H$ is even in $\cos\theta$ and (8) is odd in $C$, the range $C_2<\cos\theta<C_1$ has the radiator $\tfrac12[W(C_1)-W(C_2)]$. All angles refer to the centre-of-mass frame, so cuts set in a moving laboratory must first be transformed.

## 7. Muon pairs at one tenth of the collision energy

Take $\sqrt s=10^{10}$ eV and $q\equiv\sqrt{q^2}=10^9$ eV. Then $x=1-0.01=0.99$ and the photon energy is $x\sqrt s/2=4.95\times10^9$ eV. With $\mu=5.110\times10^5$ eV, $L=19.76$ and $\mu^2/q^2=2.6\times10^{-7}$, so (7) is well within its range. The mass matters near $2\mu/\sqrt s$, which is $0.0059$ degree.

The common factors are $2-2x+x^2=1.0001$ and $\alpha/(\pi x)=2.346\times10^{-3}$. For all angles, (9) gives

$$W_{\rm all}=2.346\times10^{-3}\times1.0001\times18.76=0.0440.$$

For photons between 20 and 160 degrees, $C=0.9397$ and the logarithm in (5) is $3.471$:

$$W=2.346\times10^{-3}\,(1.0001\times3.471-0.9801\times0.9397)=5.98\times10^{-3}.$$

Equation (8) gives for other cuts:

| $\theta_{\min}$ (degree) | $W$ | share of all angles |
|---|---|---|
| 0.005 | 0.0428 | 0.971 |
| 0.1 | 0.0307 | 0.698 |
| 1 | 0.0200 | 0.453 |
| 20 | 0.00598 | 0.136 |
| 45 | 0.00251 | 0.057 |

More than half of the photons lie within one degree of the beam line, yet 14 percent remain in the wide acceptance. At 0.005 degree the massless formula (5) would give $0.0448$. This exceeds even the value for all angles, a clear sign that it is being used outside its range. At 20 degrees (5) and (8) agree to all digits quoted.

The muon rest energy is $1.0566\times10^8$ eV, and (2) gives $\sigma_0=3.099\times10^{-15}$ bohr$^2$, or $8.68\times10^{-16}$ Å$^2$. With the 20-degree cut,

$$\frac{d\sigma}{dx}=5.983\times10^{-3}\times8.679\times10^{-16}=5.19\times10^{-18}\ \text{Å}^2.$$

To count events in the invariant energy, use $x=1-q^2/s$, so $|dx/dq|=2q/s=2\times10^{-11}$ per eV and

$$\frac{d\sigma}{dq}=\frac{2q}{s}\,W\sigma_0=1.04\times10^{-28}\ \text{Å}^2/\text{eV}.$$

Numerical quadrature of this expression from $0.5\times10^9$ to $1.5\times10^9$ eV gives $1.14\times10^{-19}$ Å$^2$ with the cut and $8.37\times10^{-19}$ Å$^2$ without it. The size can be understood by hand. Here $\sigma_0$ falls nearly as $1/q^2$ and $W$ varies slowly, so $d\sigma/dq$ falls nearly as $1/q$. The integral is then about $10^9\times1.04\times10^{-28}\times\ln3=1.14\times10^{-19}$ Å$^2$.

These are lowest-order values. They leave out vacuum polarization, with the hadronic resonances that lie in this energy band, as well as emission from the muons, virtual corrections and further photons. By (9), another collinear emission brings a factor of order $(\alpha/\pi)L\approx0.05$, which sets a scale for the corrections but not a lower or upper bound. Here it is an underestimate: for all angles and fixed $q$, the leading logarithm of the next order alone raises $W$ by about 12 percent at $q^2/s=0.01$. The squared emission from the muons is smaller; it adds about 1 percent to the rate with the 20-degree cut and 0.2 percent without it. The full corrections are not computed here. They depend on numerical coefficients, on logarithms such as $\ln(s/q^2)=4.6$, and on how events with further photons are selected. The later digits above serve to follow the arithmetic, not to predict a measured rate.
